# Why series resistance makes projected oxide lifetimes too short: a numerical check

```python
# Result under test: a series resistance R makes the intrinsic gate voltage
# w = V - R*I(w) smaller than the applied voltage V. With true life
# t = T_REF*(w/V_REF)**(-N_TRUE) and p = dlnI/dlnw > 1, the exponent seen
# against V is N_TRUE*(1+rho)/(1+p*rho), rho = R*I/w, and the life projected
# to a voltage below a crossover is too short.
# Units: V, A, ohm, s, cm2 unless a name or comment says otherwise.
import numpy as np
from scipy.optimize import brentq
from scipy import constants as sc

N_TRUE, V_REF, T_REF = 40.0, 2.6, 100.0
V_SCALE, J_REF = 0.4, 500.0            # current scale voltage, A/cm2 at V_REF
AREA, R_SER, V_USE = 1e-5, 20.0, 1.1
A_CHIP, FRACTION, BETA = 0.1, 1e-4, 1.0
T_CHUCK, E_ACT, K_SI = 398.0, 0.6, 100.0   # K, eV, W/(m K)
L_GATE, R_SHEET = 1e-4, 1000.0         # cm, ohm per square
STRESS = np.array([2.4, 2.5, 2.6, 2.7, 2.8])
GAMMA = N_TRUE / V_REF                 # exponential law, 1/V
K_EV = sc.k / sc.e


def tunnel(area):
    """Current and differential conductance of a gate of given area."""
    c = area * J_REF / np.sinh(V_REF / V_SCALE)
    return (lambda w: c * np.sinh(w / V_SCALE),
            lambda w: c / V_SCALE * np.cosh(w / V_SCALE))


def inner(v, r, current):
    return brentq(lambda w: w + r * current(w) - v, 0.0, v,
                  xtol=1e-15, rtol=1e-14)


def log_life(w):
    return np.log(T_REF) - N_TRUE * np.log(w / V_REF)


def heat_rise(power, area):
    radius_m = np.sqrt(area * 1e-4 / np.pi)
    return power / (np.pi * K_SI * radius_m)


def stress_test(area, r, heated=False):
    current = tunnel(area)[0]
    w = np.array([inner(v, r, current) for v in STRESS])
    i = current(w)
    log_t = log_life(w) + np.log(AREA / area) / BETA
    rise = heat_rise(i * w, area)
    if heated:
        log_t = log_t + E_ACT / K_EV * (1 / (T_CHUCK + rise) - 1 / T_CHUCK)
    return i, w, np.exp(log_t), rise


def project(volts, times):
    slope, const = np.polyfit(np.log(volts), np.log(times), 1)
    return -slope, np.exp(const + slope * np.log(V_USE))


def chip_factor(area, beta=BETA):
    return (area / A_CHIP * -np.log1p(-FRACTION)) ** (1 / beta)


def chip_years(t63, area=AREA):
    return t63 * chip_factor(area) / sc.Julian_year


def local_numbers(v, r, current, conductance):
    w = inner(v, r, current)
    i, g = current(w), conductance(w)
    return w, i, g, r * i / w, w * g / i


def measured_slopes(v, r, current, h=1e-4):
    """Finite-difference slopes dln(w)/dln(V) and dw/dV of the circuit."""
    up, down = inner(v * np.exp(h), r, current), inner(v * np.exp(-h), r, current)
    log_slope = np.log(up / down) / (2 * h)
    lin_slope = (inner(v + h, r, current) - inner(v - h, r, current)) / (2 * h)
    return log_slope, lin_slope


def power_gap(v0, v, w, log_slope):
    """ln(projected/true life) at v0 for the tangent in log-log axes."""
    projected = log_life(w) - N_TRUE * log_slope * np.log(v0 / v)
    return projected - log_life(v0)


def exp_gap(v0, v, w, lin_slope):
    """The same for the life law exp(-GAMMA*w) in semilog axes."""
    return -GAMMA * w - GAMMA * lin_slope * (v0 - v) + GAMMA * v0


# Local slopes and crossover voltages, from the circuit and from the formulas
current, conductance = tunnel(AREA)
for v in (2.4, 2.6, 2.8):
    for r in (5.0, 20.0, 60.0):
        w, i, g, rho, p = local_numbers(v, r, current, conductance)
        p_numeric = np.log(current(w * 1.0001) / current(w / 1.0001)) \
            / (2 * np.log(1.0001))
        assert abs(p_numeric - w / V_SCALE / np.tanh(w / V_SCALE)) < 1e-5
        s_log, s_lin = measured_slopes(v, r, current)
        assert abs(s_log - (1 + rho) / (1 + p * rho)) < 1e-6
        assert abs(s_lin - 1 / (1 + r * g)) < 1e-6
        v_cross = v * np.exp(-np.log1p(rho) * (1 + p * rho) / ((p - 1) * rho))
        root = brentq(power_gap, 0.3, v, args=(v, w, s_log))
        assert abs(root - v_cross) < 1e-4
        root = brentq(exp_gap, 0.0, v, args=(v, w, s_lin))
        assert abs(root - (v - r * i - i / g)) < 1e-4

# Small-resistance limit of the crossover
r_small = 0.01
w = inner(V_REF, r_small, current)
s_log = measured_slopes(V_REF, r_small, current, 3e-4)[0]
root = brentq(power_gap, 0.3, V_REF, args=(V_REF, w, s_log))
p_ref = V_REF / V_SCALE / np.tanh(V_REF / V_SCALE)
cross_small = V_REF * np.exp(-1 / (p_ref - 1))
assert abs(root - cross_small) < 1e-3

# Control: a linear leak of the same size tilts no log-log plot
leak = current(V_REF) / V_REF


def linear(w):
    return leak * w


w_lin = inner(V_REF, R_SER, linear)
s_log, s_lin = measured_slopes(V_REF, R_SER, linear)
assert abs(s_log - 1) < 1e-8
gap_linear = power_gap(V_USE, V_REF, w_lin, s_log)
assert abs(gap_linear - N_TRUE * np.log1p(R_SER * leak)) < 1e-6
assert s_lin < 0.99 and exp_gap(V_USE, V_REF, w_lin, s_lin) > 0
assert abs(exp_gap(0.0, V_REF, w_lin, s_lin)) < 1e-6

# Fit over the whole stress window
amps, w_in, times, rise = stress_test(AREA, R_SER)
n_raw, t_raw = project(STRESS, times)
t_true = np.exp(log_life(V_USE))
x, u = np.log(STRESS), np.log(STRESS / w_in)
dx = x - x.mean()
b = np.sum(dx * u) / np.sum(dx ** 2)
gap_formula = N_TRUE * (u.mean() - b * (x.mean() - np.log(V_USE)))
assert abs(n_raw - N_TRUE * (1 - b)) < 1e-7
assert abs(np.log(t_raw / t_true) - gap_formula) < 1e-7
assert np.all(times > np.exp(log_life(STRESS))) and t_raw < t_true
fit_cross = np.exp(x.mean() - u.mean() / b)
line = np.polyval(np.polyfit(x, np.log(times), 1), x)
misfit = np.max(np.abs(np.exp(np.log(times) - line) - 1))

# Cures: measured-current correction, imperfect correction, smaller device
n_cor, t_cor = project(STRESS - amps * R_SER, times)
assert abs(n_cor - N_TRUE) < 1e-6 and abs(t_cor / t_true - 1) < 1e-6
n_part, t_part = project(STRESS - amps * 0.9 * R_SER, times)
small = AREA / 10
n_small, t_small = project(STRESS, stress_test(small, R_SER)[2])
assert n_raw < n_small < N_TRUE and n_raw < n_part < N_TRUE

# Chip scaling against explicit survival of all independent pieces
for beta in (1.0, 1.5):
    pieces = A_CHIP / AREA

    def excess(s):
        one_fails = -np.expm1(-s ** beta)
        return 1 - (1 - one_fails) ** pieces - FRACTION

    s = brentq(excess, 1e-12, 1.0, xtol=1e-20, rtol=1e-12)
    assert abs(s / chip_factor(AREA, beta) - 1) < 1e-5

# Sampling scatter of the scale time for 20 devices (Weibull slope 1)
rng = np.random.default_rng(1)
scatter = rng.exponential(size=(40000, 20)).mean(axis=1).std()
assert abs(scatter - 1 / np.sqrt(20)) < 0.005

# Self-heating: centre of a uniformly heated disc, by summing surface cells
m = 1000
c = (np.arange(m) + 0.5) / m * 2 - 1
xx, yy = np.meshgrid(c, c)
dist = np.hypot(xx, yy)
radius = np.sqrt(AREA * 1e-4 / np.pi)
cells = np.sum(1 / dist[dist < 1]) * (2 / m) ** 2
summed = cells / (np.pi * radius * 2 * np.pi * K_SI)
assert abs(summed / heat_rise(1.0, AREA) - 1) < 0.01   # cell size error
n_hot, t_hot = project(STRESS, stress_test(AREA, R_SER, True)[2])
assert n_hot > n_raw

# Drop along the channel, fed from source and drain, by a nodal network
j_max = amps[-1] / AREA
nodes = 99
matrix = 2 * np.eye(nodes) - np.eye(nodes, k=1) - np.eye(nodes, k=-1)
step = L_GATE / (nodes + 1)
network = np.linalg.solve(matrix, np.full(nodes, j_max * R_SHEET * step ** 2))
channel = j_max * R_SHEET * L_GATE ** 2 / 8
assert abs(network.max() / channel - 1) < 1e-8

# Exponential extrapolation of the same data, corrected and uncorrected
exp_lives = [np.exp(np.polyval(np.polyfit(v, np.log(times), 1), V_USE))
             for v in (STRESS - amps * R_SER, STRESS)]
use_drop = R_SER * current(inner(V_USE, R_SER, current))
use_gain = np.exp(log_life(V_USE - use_drop) - log_life(V_USE)) - 1

print(f"inputs: n {N_TRUE:.0f}, life {T_REF:.0f} s at {V_REF} V intrinsic")
print(f"area {AREA:.0e} cm2, R {R_SER:.0f} ohm, use voltage {V_USE} V")
print(f"current density {J_REF:.0f} A/cm2 at {V_REF} V, scale {V_SCALE} V")
print(f"current density at use voltage {current(V_USE)/AREA:.1f} A/cm2")
print(f"chip {A_CHIP} cm2, failed fraction {FRACTION:.0e}, beta {BETA:.0f}")
print("applied V | current mA | drop V | intrinsic V | life s | life if R=0 s")
for v, i, w, t in zip(STRESS, amps, w_in, times):
    print(f"{v:.1f} | {i*1e3:.3f} | {v-w:.4f} | {w:.4f} | {t:.1f} | "
          f"{np.exp(log_life(v)):.1f}")
w, i, g, rho, p = local_numbers(V_REF, R_SER, current, conductance)
v_cross = V_REF * np.exp(-np.log1p(rho) * (1 + p * rho) / ((p - 1) * rho))
print(f"at {V_REF} V applied: rho {rho:.4f}, p {p:.3f}")
print(f"local apparent exponent {N_TRUE*(1+rho)/(1+p*rho):.2f}")
print(f"tangent crossover {v_cross:.3f} V, small-R limit {cross_small:.3f} V")
print(f"exponential law: true gamma {GAMMA:.2f} 1/V, "
      f"apparent {GAMMA/(1+R_SER*g):.2f} 1/V")
print(f"exponential-law crossover {V_REF-R_SER*i-i/g:.3f} V")
print(f"linear-leak control: projected/true life {np.exp(gap_linear):.2f}")
print(f"window fit: mean u {u.mean():.5f}, slope b {b:.5f}")
print(f"window fit: mean ln V {x.mean():.5f}, ln V_use {np.log(V_USE):.5f}")
print(f"stress-life term n*mean u {N_TRUE*u.mean():.3f}")
print(f"lost-slope term {-N_TRUE*b*(x.mean()-np.log(V_USE)):.3f}")
print(f"ln(projected/true) {gap_formula:.3f}, ratio {t_raw/t_true:.3e}")
print(f"fitted exponent uncorrected {n_raw:.2f}, corrected {n_cor:.2f}")
print(f"fitted line crosses true line at {fit_cross:.3f} V")
print(f"device life at use: true {t_true:.3e} s, uncorrected {t_raw:.3e} s")
print(f"chip scaling factor {chip_factor(AREA):.3e}")
print(f"chip life true {chip_years(t_true):.2f} years")
print(f"chip life uncorrected {chip_years(t_raw):.3f} years")
print(f"R taken 10% low: exponent {n_part:.2f}, "
      f"chip life {chip_years(t_part):.2f} years")
print(f"area {small:.0e} cm2, uncorrected: exponent {n_small:.2f}, "
      f"chip life {chip_years(t_small, small):.2f} years")
print(f"largest misfit of uncorrected line {100*misfit:.1f} %")
print(f"sampling scatter, 20 devices per voltage {100*scatter:.1f} %")
print(f"heating inputs: chuck {T_CHUCK:.0f} K, activation {E_ACT} eV, "
      f"k {K_SI:.0f} W/(m K)")
print(f"self-heating {rise[0]:.2f} K at lowest, {rise[-1]:.2f} K at highest V")
print(f"with heating, uncorrected: exponent {n_hot:.2f}, "
      f"chip life {chip_years(t_hot):.3f} years")
print(f"channel: length {L_GATE*1e4:.0f} um, sheet {R_SHEET:.0f} ohm/sq")
print(f"largest channel drop {channel*1e3:.2f} mV, "
      f"life effect {100*N_TRUE*channel/w_in[-1]:.1f} %")
print(f"series drop at use {use_drop*1e3:.2f} mV, "
      f"life gain {100*use_gain:.1f} %")
print(f"exponential fit, corrected data: chip life "
      f"{chip_years(exp_lives[0]):.2e} years")
print(f"exponential fit, uncorrected data: chip life "
      f"{chip_years(exp_lives[1]):.2e} years")
print("all good")
```

It prints:

```
inputs: n 40, life 100 s at 2.6 V intrinsic
area 1e-05 cm2, R 20 ohm, use voltage 1.1 V
current density 500 A/cm2 at 2.6 V, scale 0.4 V
current density at use voltage 11.7 A/cm2
chip 0.1 cm2, failed fraction 1e-04, beta 1
applied V | current mA | drop V | intrinsic V | life s | life if R=0 s
2.4 | 2.656 | 0.0531 | 2.3469 | 6015.0 | 2457.4
2.5 | 3.301 | 0.0660 | 2.4340 | 1400.6 | 480.1
2.6 | 4.078 | 0.0816 | 2.5184 | 357.8 | 100.0
2.7 | 5.000 | 0.1000 | 2.6000 | 100.0 | 22.1
2.8 | 6.082 | 0.1216 | 2.6784 | 30.5 | 5.2
at 2.6 V applied: rho 0.0324, p 6.296
local apparent exponent 34.30
tangent crossover 2.079 V, small-R limit 2.168 V
exponential law: true gamma 15.38 1/V, apparent 12.78 1/V
exponential-law crossover 2.118 V
linear-leak control: projected/true life 4.52
window fit: mean u 0.03263, slope b 0.14254
window fit: mean ln V 0.95403, ln V_use 0.09531
stress-life term n*mean u 1.305
lost-slope term -4.896
ln(projected/true) -3.591, ratio 2.758e-02
fitted exponent uncorrected 34.30, corrected 40.00
fitted line crosses true line at 2.065 V
device life at use: true 8.775e+16 s, uncorrected 2.420e+15 s
chip scaling factor 1.000e-08
chip life true 27.81 years
chip life uncorrected 0.767 years
R taken 10% low: exponent 39.33, chip life 18.18 years
area 1e-06 cm2, uncorrected: exponent 39.18, chip life 16.08 years
largest misfit of uncorrected line 4.1 %
sampling scatter, 20 devices per voltage 22.3 %
heating inputs: chuck 398 K, activation 0.6 eV, k 100 W/(m K)
self-heating 1.11 K at lowest, 2.91 K at highest V
with heating, uncorrected: exponent 34.80, chip life 1.087 years
channel: length 1 um, sheet 1000 ohm/sq
largest channel drop 0.76 mV, life effect 1.1 %
series drop at use 2.33 mV, life gain 8.8 %
exponential fit, corrected data: chip life 7.82e-04 years
exponential fit, uncorrected data: chip life 4.99e-05 years
all good
```
